\section*{Conductance of a Spinless Luttinger Liquid with One Impurity}

A one-dimensional conductor of spinless electrons has interaction parameter $K$ ($K<1$ for repulsion, $K=1$ without interaction) and plasmon velocity $v$. One impurity sits at $x=0$. The problem is to find how the conductance depends on temperature when the impurity is a weak scatterer, and when it is a barrier that almost cuts the wire. In formulas $T$ stands for $k_BT$, and $e>0$ is the carrier charge.

At energies well below a cutoff the clean liquid is described by
\begin{equation}
H_0=\frac{\hbar v}{2\pi}\int dx\left[K(\partial_x\theta)^2+\frac{(\partial_x\phi)^2}{K}\right],\qquad \Pi=\frac{\hbar}{\pi}\partial_x\theta ,
\end{equation}
where $\Pi$ is the momentum density conjugate to $\phi$. The density fluctuation is $-\partial_x\phi/\pi$, so continuity gives the current $I=e\dot\phi/\pi$. An increase of $\phi(0)$ by $\pi$ means that one electron has passed the origin.

A contact potential $u\,\delta(x)$ scatters right movers into left movers. The operator $e^{2i\phi}$ changes $\int\Pi\,dx/\hbar=N_R-N_L$ by 2, as one such event must, and $\psi_R^\dagger\psi_L=e^{2i\phi}/(2\pi\alpha)$ with a short length $\alpha$. The impurity term is therefore
\begin{equation}
H_B=\lambda\cos2\phi(0),\qquad \lambda=\frac{u}{\pi\alpha}.
\end{equation}
Forward scattering is linear in $\partial_x\phi$. A static shift of $\phi$ removes it and changes only the phase of the cosine.

\section*{(a) The clean wire}
\textbf{Question.} Find the steady velocity $\dot\phi$ caused by a constant force $f$ on $\phi(0)$, and from it the conductance, for an infinite liquid and for a finite wire between non-interacting leads.

\textbf{Solution.} Since $\partial_x\theta=\pi\Pi/\hbar$, the first term of $H_0$ is $\pi vK\Pi^2/(2\hbar)$. The field is an elastic string with mass density $\rho=\hbar/(\pi vK)$ and tension $\tau=\hbar v/(\pi K)$. The force sends out waves $\phi=F(t-|x|/v)$, whose slope jumps by $-2\dot F/v$ at the origin. Force balance, $f-2\tau\dot F/v=0$, gives
\begin{equation}
\dot\phi(0)=\frac{f}{2Z}=\frac{\pi K}{2\hbar}f,\qquad Z=\frac{\tau}{v}=\frac{\hbar}{\pi K}.
\end{equation}
A bias $V$ lowers the energy by $eV$ per transferred electron, $H_V=-(eV/\pi)\phi(0)$, so $f=eV/\pi$ and $I=(e/\pi)(\pi K/2\hbar)(eV/\pi)=Ke^2V/h$.

In a finite wire the steady state has the whole wire moving at one velocity, with the force carried off by waves in the leads, where $K=1$ and $Z=\hbar/\pi$. Both cases are covered by
\begin{equation}
\dot\phi=\frac{\pi g}{2\hbar}f,\qquad I=g\frac{e^2}{h}V,\qquad
g=\begin{cases}K&\text{infinite liquid}\\1&\text{wire between leads.}\end{cases}
\end{equation}

\section*{(b) Thermal fluctuations at the impurity}
\textbf{Question.} Find $C(t)=\langle e^{2i\phi(t)}e^{-2i\phi(0)}\rangle$ at $x=0$ in the infinite clean liquid.

\textbf{Solution.} Write $\phi(0)=\sum_q u_qQ_q$ with unit-mass oscillators of frequency $\omega_q$. A force switched on at $t=0$ gives $\dot\phi=f\sum_qu_q^2\sin(\omega_qt)/\omega_q$. By part (a) this equals $\pi Kf/2\hbar$ for all $t>0$. Because $\int_0^\infty d\omega\,\sin(\omega t)/\omega=\pi/2$, the weight per unit frequency is constant: $\sum_qu_q^2\to(K/\hbar)\int d\omega$.

For Gaussian variables $C=\exp\{-4[\langle\phi^2\rangle-\langle\phi(t)\phi(0)\rangle]\}$. Each oscillator has $\langle Q(t)Q(0)\rangle=(\hbar/2\omega)[\coth(\hbar\omega/2T)\cos\omega t-i\sin\omega t]$. With a smooth cutoff $\Lambda=\hbar v/\alpha$,
\begin{equation}
-\ln C=2K\!\int_0^\infty\!\frac{d\omega}{\omega}e^{-\hbar\omega/\Lambda}\left[\coth\frac{\hbar\omega}{2T}(1-\cos\omega t)+i\sin\omega t\right].\label{bath}
\end{equation}
Split $\coth(\hbar\omega/2T)=1+2\sum_{n\ge1}e^{-n\hbar\omega/T}$. The first part of the integral is $\ln(1+i\Lambda t/\hbar)$. The rest, for $T\ll\Lambda$, is
\begin{equation}
\sum_{n\ge1}\ln\left[1+\left(\frac{Tt}{n\hbar}\right)^2\right]=\ln\frac{\sinh(\pi Tt/\hbar)}{\pi Tt/\hbar}.
\end{equation}
For times long compared with $\hbar/\Lambda$ the sum of the two gives
\begin{equation}
C(t)=\left[\frac{\pi T/\Lambda}{i\sinh[\pi T(t-i0)/\hbar]}\right]^{2K}.\label{corr}
\end{equation}
At $K=1$ and $T=0$ this is $(\hbar/i\Lambda t)^2$. Divided by $(2\pi\alpha)^2$ it is the product of two free-fermion propagators $1/(2\pi ivt)$, which confirms the prefactor of $\psi_R^\dagger\psi_L$.

\section*{(c) The force exerted by a weak impurity}
\textbf{Question.} Find the mean current to second order in $\lambda$, in terms of $C(t)$.

\textbf{Solution.} Under bias, $2\phi=\omega_0t+2\tilde\phi$ with $\omega_0=2\dot\phi=geV/\hbar$ and $\tilde\phi$ in equilibrium. The impurity force is $f_B=-\partial H_B/\partial\phi=2\lambda\sin2\phi$. First-order response of $\sin2\phi$ to $H_B$ gives
\begin{equation}
\langle\sin2\phi\rangle=-\frac{i\lambda}{\hbar}\int_0^\infty ds\,\langle[\sin2\phi(t),\cos2\phi(t-s)]\rangle .
\end{equation}
Only products of one $e^{2i\tilde\phi}$ with one $e^{-2i\tilde\phi}$ have a non-zero average. The two orderings give $\tfrac12\sin(\omega_0s)C(s)$ and $\tfrac12\sin(\omega_0s)C(-s)$. Their difference turns the half-line integral into one over the full line:
\begin{equation}
\langle\sin2\phi\rangle=-\frac{i\lambda}{2\hbar}\int_{-\infty}^{\infty}ds\,\sin(\omega_0s)\,C(s).
\end{equation}
Writing the sine as exponentials,
\begin{equation}
\langle f_B\rangle=-2\hbar(\Gamma_+-\Gamma_-),\qquad
\Gamma_\pm=\left(\frac{\lambda}{2\hbar}\right)^2\int_{-\infty}^\infty dt\,e^{\pm i\omega_0t}C(t).
\end{equation}
The $\Gamma_\pm$ are golden-rule rates for the two terms of the cosine, each with amplitude $\lambda/2$, and each event transfers momentum $2\hbar$ to or from the string. Adding $f_B$ to the bias force $eV/\pi$ in part (a),
\begin{equation}
I=g\frac{e^2}{h}V-eg(\Gamma_+-\Gamma_-).\label{current}
\end{equation}
The factor $g$ enters twice, in the response to the force and in $\omega_0$.

\section*{(d) Temperature dependence for a weak impurity}
\textbf{Question.} Find the linear conductance and state when the result holds.

\textbf{Solution.} Equation \eqref{corr} has no singularity for $-\hbar/T<\operatorname{Im}t<0$, so the integration line may be moved to $t-i\hbar/2T$. There $\sinh(x-i\pi/2)=-i\cosh x$, and
\begin{equation}
\Gamma_\pm=\left(\frac{\lambda}{2\hbar}\right)^2e^{\pm\hbar\omega_0/2T}J,\quad
J=\left(\frac{\pi T}{\Lambda}\right)^{2K}\!\int_{-\infty}^{\infty}\frac{\cos(\omega_0t)\,dt}{\cosh^{2K}(\pi Tt/\hbar)} .
\end{equation}
For $eV\ll T$, $\Gamma_+-\Gamma_-\simeq(\hbar\omega_0/T)(\lambda/2\hbar)^2J(0)$. With $s=\tanh^2x$,
\begin{equation}
\int_{-\infty}^{\infty}\frac{dx}{\cosh^{2\nu}x}=\int_0^1s^{-1/2}(1-s)^{\nu-1}ds=\frac{\sqrt\pi\,\Gamma(\nu)}{\Gamma(\nu+\frac12)}\equiv B_\nu .
\end{equation}
The lost conductance is then
\begin{equation}
\frac{eg(\Gamma_+-\Gamma_-)}{V}=\frac{g^2e^2}{T}\,\frac{\lambda^2}{4\hbar^2}\left(\frac{\pi T}{\Lambda}\right)^{2K}\frac{\hbar}{\pi T}B_K .
\end{equation}
Using $e^2/\hbar=2\pi e^2/h$ and defining
\begin{equation}
P(\nu,A)=\frac{\pi^2}{2}\left(\frac{A}{\Lambda}\right)^2\left(\frac{\pi T}{\Lambda}\right)^{2\nu-2}B_\nu ,
\end{equation}
the result is
\begin{equation}
G=\frac{e^2}{h}\left[g-g^2P(K,\lambda)\right],\qquad P(K,\lambda)\propto T^{2K-2}.\label{weak}
\end{equation}
The power law belongs to the loss, not to $G$ itself. For repulsion the loss grows on cooling, and the formula fails once $P$ is no longer small. For $K>1$ the loss shrinks on cooling. At $K=1$, $B_1=2$ and $P=\pi^2(\lambda/\Lambda)^2=(u/\hbar v)^2$, the Born reflection probability, independent of temperature. A tight-binding chain at half filling with hopping 1 and one site energy 0.05 has $\hbar v=2$ in units of the lattice spacing, so the formula gives $6.250\times10^{-4}$. Its directly computed transmission at temperature 0.01 gives a loss of $6.247\times10^{-4}$.

\section*{(e) A strong barrier}
\textbf{Question.} Now $\phi(0)$ is trapped in minima a distance $\pi$ apart and hops between neighbours with amplitude $\Delta/2$. Find the linear conductance to second order in $\Delta$.

\textbf{Solution.} One hop carries charge $e$ and gains energy $eV$. It moves only the point $x=0$; the two half-strings must then relax to a configuration shifted by $\pi$. Take a half-string of length $\ell$, pinned at 0 and free at $\ell$. Its modes are $\sqrt{2/\rho\ell}\,\sin kx$ with $\cos k\ell=0$, $\omega=vk$, and spacing $\pi/\ell$. In mode $k$ the shift is
\begin{equation}
d_k=\pi\int_0^\ell\rho\sqrt{\frac{2}{\rho\ell}}\,\sin kx\,dx=\frac{\pi}{k}\sqrt{\frac{2\rho}{\ell}} .
\end{equation}

Let $H$ and $H'=DHD^\dagger$ be the oscillator Hamiltonians before and after the hop, with $D=e^{-id_kp/\hbar}$. The hop correlator $\langle e^{iHt/\hbar}e^{-iH't/\hbar}\rangle=\langle D(t)D^\dagger(0)\rangle$ equals $\exp\{-(d_k^2/\hbar^2)[\langle p^2\rangle-\langle p(t)p(0)\rangle]\}$. Since $\langle p(t)p(0)\rangle=(\hbar\omega/2)[\coth(\hbar\omega/2T)\cos\omega t-i\sin\omega t]$, the exponent has the bracket of Eq.~\eqref{bath} with weight
\begin{equation}
s_k=\frac{\omega d_k^2}{2\hbar}=\frac{\pi^2\rho v}{\hbar\ell k}=\frac{\pi}{K\ell k}.
\end{equation}
Summing over modes, $(\ell/\pi)\int dk\,s_k=(1/K)\int d\omega/\omega$ for each half, hence $(2/K)\int d\omega/\omega$ for both. This is Eq.~\eqref{bath} with $K$ replaced by $1/K$. The current is $I=e(\Gamma_+-\Gamma_-)$, with amplitude $\Delta/2$ and frequency $eV/\hbar$. The integral of part (d) applies with $g$ replaced by 1, because the whole voltage falls across the barrier:
\begin{equation}
G=\frac{e^2}{h}P(1/K,\Delta)\propto T^{2/K-2}.\label{strong}
\end{equation}
The cutoff here belongs to the hop and need not equal that of Eq.~\eqref{weak}. The result requires $P\ll1$. For $K<1$ the barrier closes on cooling, because each added electron must push the repelling liquid aside; for $K>1$ tunnelling grows until the formula fails.

The two limits fit together: for $K<1$ a weak impurity becomes more effective on cooling and an almost cut wire stays cut. Second-order calculations at the two ends do not derive the crossover between them.

Both exponents were also computed from the explicit modes of a discrete elastic chain with 600 sites on each side of the impurity, at temperatures of 0.01 and 0.02 in units of $\hbar v$ per lattice spacing. For $K=0.7$ the slopes are $-0.5998$ (weak) and $0.8565$ (strong), against $-0.6000$ and $0.8571$ from the formulas. For $K=1.3$ they are $0.6005$ and $-0.4618$, against $0.6000$ and $-0.4615$.

\section*{(f) A wire of finite length}
\textbf{Question.} The impurity is at the centre of a wire of length $L$ between leads with $K=1$. How are the power laws changed?

\textbf{Solution.} A plasmon meets a contact with impedance $\hbar/\pi K$ on one side and $\hbar/\pi$ on the other. Its displacement is reflected with
\begin{equation}
r=\frac{1/K-1}{1/K+1}=\frac{1-K}{1+K}.
\end{equation}
After a force is switched on, echoes from both contacts reach the centre at times $nL/v$, and each pair adds $2r^n$ to the relative velocity. The constant weight of part (b) is thus multiplied by $1+2\sum_nr^n\cos(n\omega L/v)$, since each cosine term turns the response integral into a step at $t=nL/v$. The sum of all echoes, $(1+r)/(1-r)=1/K$, restores $g=1$.

In Eq.~\eqref{bath} use $2(1-\cos\omega t)\cos\omega s=[1-\cos\omega(t+s)]+[1-\cos\omega(t-s)]-2[1-\cos\omega s]$ with $s=nL/v$. Each echo multiplies $C$ by $[\sinh(a_n+b)\sinh(a_n-b)/\sinh^2a_n]^{-2Kr^n}$, where $a_n=n\pi TL/\hbar v$ and $b=\pi Tt/\hbar$. The product of sines is $\sinh^2a_n-\sinh^2b$. On the shifted line $\sinh^2b=-\cosh^2x$, so the integrand $\cosh^{-2K}x$ acquires the factors
\begin{equation}
\prod_{n\ge1}\left[1+\frac{\cosh^2x}{\sinh^2(n\pi TL/\hbar v)}\right]^{-2Kr^n}.
\end{equation}
For $T\gg\hbar v/L$ they tend to 1 and Eq.~\eqref{weak} holds with $g=1$. At long times the total exponent is $2K(1+r)/(1-r)=2$, the non-interacting value, so the growth of the loss stops at low temperature.

For the barrier, a returning wave also reflects from the pinned point with a sign change. Each round trip then carries $-r$, and the factors are those above with $K\to1/K$ and $r\to-r$. For $K=0.7$, $L=100$ spacings and $T=0.005$, the discrete chain gives the ratio of finite-wire to power-law values as 0.8853 (weak) and 1.1612 (strong), equal to the formula to the digits shown.

\section*{(g) Numbers for a quantum wire}
\textbf{Question.} Take $K=0.7$, density 15 per $\mu$m, mass $0.02\,m_e$, $L=10\ \mu$m, and leads at both ends. Evaluate a weak impurity with $\lambda=0.2$ meV and a barrier with $\Delta=1$ meV between 0.5 and 2 K.

\textbf{Solution.} The density gives $k_F=\pi n=0.0471$ nm$^{-1}$ and $v_F=\hbar k_F/m=2.73\times10^5$ m/s. For a Galilean-invariant liquid $vK=v_F$, so $v=3.90\times10^5$ m/s. The cutoff is estimated for both cases as $\Lambda=\hbar vk_F=12.09$ meV. At 2 K the thermal length $\hbar v/\pi T$ is 474 nm, so $\pi T/\Lambda=1/(0.0471\times474)=0.0448$. Then
\begin{align}
P(K,\lambda)&=4.935\left(\frac{0.2}{12.09}\right)^2(0.0448)^{-0.6}\times2.506=0.0218,\\
P(1/K,\Delta)&=4.935\left(\frac{1}{12.09}\right)^2(0.0448)^{0.857}\times1.616=0.0038 .
\end{align}

\begin{center}
\begin{tabular}{cccc}
$T$ (K) & weak: loss ($e^2/h$) & weak: $G$ ($\mu$S) & strong: $G$ ($\mu$S)\\
0.5 & 0.050 & 36.8 & 0.045\\
1 & 0.033 & 37.5 & 0.082\\
2 & 0.022 & 37.9 & 0.148
\end{tabular}
\end{center}

In the power laws, cooling from 2 K to 0.5 K raises the loss by a factor $4^{0.6}=2.30$ and lowers the tunnelling conductance by a factor $4^{0.857}=3.28$. The digits shown are those of the leading formulas. If the exponential cutoff of part (b) is kept in full, the loss at 2 K is 3\% smaller and the tunnelling conductance 8.5\% smaller, and the two ratios become 2.36 and 3.07. Higher orders in $\lambda$ also matter at this level: for a contact potential at $K=1$ the exact loss is $P/(1+P)$, which is 5\% below $P$ at $P=0.05$. That form includes forward scattering; the backscattering term alone gives a reduction of 2 to 3\%, depending on how it is cut off. The total conductance of the weakly disturbed wire changes by only about 3\%, so the exponent must be read from the loss. This requires an accurate value of the clean conductance: an error of $0.01\,e^2/h$ in it would move the apparent exponent between 0.5 and 2 K from $-0.60$ to $-0.46$ or $-0.88$, depending on its sign.

The power law needs $T$ above $\hbar v/k_BL=0.30$ K. At 0.5 K the finite length changes the loss by about 0.1\%. At 0.1 K the power law would give a loss of $0.132\,e^2/h$, while the finite wire gives about 0.10; the barrier transmits 1.44 times its power-law value. Extrapolated, the loss would reach $e^2/h$ at 3.4 mK, far below the range where the power law applies to this wire. At $eV=k_BT$ the ratio of current to voltage departs from its linear value by $-2.9\%$ for the loss and $+1.6\%$ for the barrier.

These round parameters lie in the rough regime of a gated narrow-gap semiconductor nanowire. Spinless behaviour is the demanding assumption: the Zeeman splitting must exceed the Fermi energy (4.23 meV). The field must lie along the wire: at 4 T and this mass the cyclotron energy is 23 meV, so a transverse field could strongly change the mass along the wire, and with it $v$. A $g$-factor of 40, far above the free-electron value of about 2, and a field of 4 T give a splitting of 9.26 meV. The minority-spin Boltzmann factor at 2 K is then about $10^{-13}$, and that for passing over a 10 meV barrier is smaller still. This pair of mass and $g$-factor is optimistic. In a Kane band model of confined InSb a mass of $0.02\,m_e$ goes with $|g|\approx27$, a splitting of 6.3 meV and a minority factor near $6\times10^{-6}$, while InAs, with $|g|$ below 15, would not be polarised at this density and field. Spin-orbit coupling, often strong in narrow-gap wires, is left out. A Rashba coupling of 50 meV nm, with its spin axis perpendicular to the field, would lower the Fermi velocity by 13\% and the squared spin overlap of opposite movers by 21\%. The two effects oppose each other: in the Born probability $(u/\hbar v)^2$ of a spin-independent impurity the lower velocity gives a factor 1.31 and the overlap a factor 0.79, a net change of about $+4\%$ at fixed $u$. For a gate 100 nm away, the squared ratio of gate distance to thermal length at 2 K is 0.045, and the band-curvature parameter $(\pi k_BT/E_F)^2$ is 0.016. These are sizes of small parameters, not computed corrections.

Two uncertainties matter more. At fixed $\lambda$ and $\Delta$ the results scale as $\Lambda^{-2K}$ and $\Lambda^{-2/K}$, so halving the estimated cutoff multiplies them by about 2.6 and 7.2 but leaves the power-law temperature ratios unchanged. The estimate also takes $K$ as constant up to $k_F$, whereas with a gate at distance $d=100$ nm it is constant only well below $\hbar v/d=2.6$ meV; for a screened Coulomb interaction it has risen to about 0.75 at wavenumber $1/d$. If $K$ rises towards 1 at shorter wavelengths, as for a screened Coulomb interaction in a wire of radius 10 to 20 nm, the loss at fixed $\lambda$ is smaller by about 30\% if the cutoff is set in momentum at $k_F$, and by about 50\% if it is set in energy at $\Lambda$. With the energy cutoff the tunnelling conductance at fixed $\Delta$ is 3 to 4 times larger. The temperature ratios change much less, by about 1\% for the loss and 3\% for the barrier. The ratios depend on $K$, which a real wire does not reveal in advance: $K=0.6$ would give a loss ratio of $4^{0.8}=3.0$ instead of 2.3. A real wire may also contain several impurities or reflecting contacts, which this single-impurity result does not cover. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
TESTS ON THE CHAIN
dc g, infinite chain K=0.7: 0.6999; with K=1 leads: 1.0000
Kubo force / golden-rule force: 1.000000
exponent weak, K=0.7: chain -0.5998, law -0.6000
exponent strong, K=0.7: chain 0.8565, law 0.8571
exponent weak, K=1.3: chain 0.6005, law 0.6000
exponent strong, K=1.3: chain -0.4618, law -0.4615
largest deviation of absolute conductance: 5.7e-04
shift when chain half-length goes 600 -> 450: 8.5e-13
finite-wire factor weak: chain 0.8853, law 0.8853
finite-wire factor strong: chain 1.1612, law 1.1612
K=1 loss: Landauer 6.2466e-04, law 6.2500e-04 e^2/h
K=1 tunnelling: Landauer 1.5986e-03, law 1.6000e-03 e^2/h
EXAMPLE INPUTS
K = 0.7, mass = 0.02 m_e, density = 15 per um
length = 10 um, gate distance = 100 nm
g-factor = 40, field = 4 T, barrier = 10 meV
lambda = 0.2 meV, Delta = 1.0 meV
DERIVED
k_F = 0.0471 1/nm, v_F = 2.728e+05 m/s, v = 3.897e+05 m/s
E_F = 4.23 meV, cutoff = 12.09 meV, Zeeman = 9.26 meV
hbar v/(k_B L) = 0.298 K, contact reflection r = 0.1765
e^2/h = 38.740 uS
RESULTS (power law; factor for finite length; conductance)
0.5 K weak: loss 0.05014 e^2/h; 0.99923; G = 0.9499 e^2/h = 36.800 uS
0.5 K strong: law 1.161e-03 e^2/h; 1.00011; G = 1.161e-03 e^2/h = 0.0450 uS
1.0 K weak: loss 0.03308 e^2/h; 1.00000; G = 0.9669 e^2/h = 37.459 uS
1.0 K strong: law 2.104e-03 e^2/h; 1.00000; G = 2.104e-03 e^2/h = 0.0815 uS
2.0 K weak: loss 0.02182 e^2/h; 1.00000; G = 0.9782 e^2/h = 37.895 uS
2.0 K strong: law 3.811e-03 e^2/h; 1.00000; G = 3.811e-03 e^2/h = 0.1476 uS
loss ratio 0.5 K / 2 K: 2.297
tunnelling ratio 2 K / 0.5 K: 3.281
infinite liquid at 1 K: G = 0.6838 e^2/h, loss 0.01621 e^2/h
power-law loss would reach 1 e^2/h at 3.41 mK
LIMITS AND NEGLECTED EFFECTS
0.1 K weak: law 0.1317, finite wire 0.1025 e^2/h
0.1 K strong: finite-wire factor 1.4392
I/V change at eV = k_B T: weak loss -0.0287, strong +0.0163
thermal length at 2 K = 0.474 um
gate range (d/thermal length)^2 at 2 K: 0.045
band curvature (pi k_B T/E_F)^2 at 2 K: 0.0164
minority-spin Boltzmann factor at 2 K: 2.1e-13
over-barrier Boltzmann factor at 2 K: 6.3e-26
\end{verbatim}
